# Small oscillations of the adiabatic Kohn-Sham equations about the ground state

A closed-shell system has \(N\) electrons in \(N/2\) doubly occupied Kohn-Sham orbitals. The exchange-correlation (xc) energy is a functional of the density at one instant, which is the adiabatic approximation. The problem is to find the free motions of this system close to its ground state, and to decide what their frequencies mean.

Hartree atomic units are used. The ground-state orbitals are real and orthonormal, with \(h_0\varphi_r=\varepsilon_r\varphi_r\). Indices \(i,j\) denote occupied orbitals and \(a,b\) virtual ones, in a finite basis. All gaps \(D_{ia}=\varepsilon_a-\varepsilon_i\) are positive. Both spins move alike, so the treatment covers singlet excitations.

## (a) From the action to a causal equation of motion

**Obtain the equations of motion from an action. Why does causality cause no difficulty here?**

Let \(\delta v(\mathbf r,t)\) be a weak external potential and take

\[
S=\int dt\Big[2\sum_i\langle\psi_i|i\partial_t|\psi_i\rangle-E[\psi]-\int n\,\delta v\,d\mathbf r\Big],\qquad n=2\sum_i|\psi_i|^2 .
\]

Here \(E\) is the ground-state energy expression evaluated with the instantaneous orbitals: kinetic, external, Hartree and xc energy. Since \(\delta E/\delta\psi_i^*=2h[n]\psi_i\), varying \(\psi_i^*\) with fixed ends, and with Hermitian multipliers \(\Lambda_{ji}\) for orthonormality, gives

\[
i\partial_t\psi_i=(h[n]+\delta v)\psi_i+\sum_j\psi_j\Lambda_{ji}.
\]

The multipliers only rotate occupied orbitals among themselves, which leaves the density unchanged. The choice \(\Lambda_{ji}=-\varepsilon_i\delta_{ij}\) makes the unperturbed orbitals time-independent:

\[
i\partial_t\psi_i=(h[n]+\delta v-\varepsilon_i)\psi_i. \tag{1}
\]

The xc potential at time \(t\) depends on the density at time \(t\), so

\[
\frac{\delta v_{xc}(\mathbf r,t)}{\delta n(\mathbf r',t')}=\delta(t-t')\,\frac{\delta^2E_{xc}}{\delta n(\mathbf r)\delta n(\mathbf r')} .
\]

A second derivative of an action must be symmetric under exchange of \((\mathbf r,t)\) and \((\mathbf r',t')\). A causal kernel must vanish for \(t'>t\). Together these demands make it vanish for \(t'<t\) as well, so an ordinary density action leaves no room for memory. The adiabatic kernel, concentrated at \(t=t'\), meets both demands. The fixed ends serve to derive (1), which is then solved forward from initial data, and this selects the retarded response.

## (b) Coordinates and momenta

**Find real canonical variables for small changes of the occupied orbitals.**

Mix virtual orbitals into the occupied ones:

\[
\psi_i=\varphi_i+\sum_a c_{ai}\varphi_a-\tfrac12\sum_j(c^\dagger c)_{ji}\varphi_j+O(c^3).
\]

The last term keeps the orbitals orthonormal: the virtual parts contribute \((c^\dagger c)_{ij}\) to \(\langle\psi_i|\psi_j\rangle\), and the two cross terms contribute \(-\tfrac12(c^\dagger c)_{ij}\) each. Rotations \(U\) among occupied orbitals need no coordinates. They leave \(E\) unchanged and add \(2i\,\mathrm{tr}(U^\dagger\dot U)=2i\,\tfrac{d}{dt}\ln\det U\) to the Lagrangian, a total derivative.

Set \(c_{ai}=(q_{ia}+ip_{ia})/2\). To second order the time-derivative term is

\[
2\sum_i\langle\psi_i|i\partial_t|\psi_i\rangle=2i\sum_{ia}\Big[c_{ai}^*\dot c_{ai}-\tfrac12\tfrac{d}{dt}|c_{ai}|^2\Big].
\]

For each pair,

\[
c^*\dot c=\tfrac14\big[q\dot q+p\dot p+i(q\dot p-p\dot q)\big],\qquad \tfrac12\tfrac{d}{dt}|c|^2=\tfrac14(q\dot q+p\dot p).
\]

The real parts cancel, and what remains is

\[
2i\cdot\tfrac i4(q\dot p-p\dot q)=\tfrac12(p\dot q-q\dot p)=p\dot q-\tfrac12\tfrac{d}{dt}(qp).
\]

Thus \(q_{ia}\) and \(p_{ia}\) are canonically conjugate. The divisor 2 in \(c\) was chosen to absorb the double occupation. Since \(c+c^*=q\), the first-order density is

\[
\delta n=2\sum_{ia}q_{ia}\varphi_i\varphi_a. \tag{2}
\]

The coordinates \(q\) change the density; the momenta \(p\) change the orbital phases and leave the density unchanged to first order.

## (c) The energy Hessian

**Expand the energy to second order in \(q\) and \(p\).**

Let \(\gamma=2\sum_i|\psi_i\rangle\langle\psi_i|\). Its first-order change connects occupied with virtual orbitals. Its second-order change is

\[
\delta_2\gamma=2\sum_{ab}(cc^\dagger)_{ab}|\varphi_a\rangle\langle\varphi_b|-2\sum_{ij}(c^\dagger c)_{ji}|\varphi_j\rangle\langle\varphi_i| .
\]

The energy is linear in \(\gamma\) apart from the Hartree and xc terms, which depend on \(n\). Hence

\[
E=E_0+\mathrm{tr}\,h_0(\delta_1\gamma+\delta_2\gamma)+\tfrac12\iint\delta n\,f_{Hxc}\,\delta n'+\dots,
\]

\[
f_{Hxc}(\mathbf r,\mathbf r')=\frac1{|\mathbf r-\mathbf r'|}+\frac{\delta^2E_{xc}}{\delta n(\mathbf r)\delta n(\mathbf r')}\bigg|_{n_0} .
\]

Because \(h_0\) is diagonal in its own orbitals, \(\mathrm{tr}\,h_0\delta_1\gamma=0\): the ground state is stationary. The second-order trace is

\[
2\sum_{ia}(\varepsilon_a-\varepsilon_i)|c_{ai}|^2=\tfrac12\sum_{ia}D_{ia}(q_{ia}^2+p_{ia}^2).
\]

Define the symmetric matrix

\[
K_{ia,jb}=\iint\varphi_i\varphi_a(\mathbf r)\,f_{Hxc}(\mathbf r,\mathbf r')\,\varphi_j\varphi_b(\mathbf r')\,d\mathbf r\,d\mathbf r' .
\]

By (2) the kernel term is \(\tfrac12\cdot4\,q^TKq\). With \(D\) now the diagonal matrix of gaps,

\[
E_2=\tfrac12p^TDp+\tfrac12q^T(D+4K)q. \tag{3}
\]

The Hessian has a \(q\) block \(D+4K\) and a \(p\) block \(D\). The kernel is absent from the \(p\) block because the functional depends on the density alone. Exact exchange, which depends on the full density matrix, would change that block too.

## (d) Linearization

**Linearize (1) directly and compare it with Hamilton's equations for (3).**

Write \(v_{ia}=\langle\varphi_i|\delta v|\varphi_a\rangle\). The first-order change of the total potential has the matrix element \(v_{ia}+2(Kq)_{ia}\), where the factor 2 comes from (2). Projecting (1) on \(\varphi_a\) gives

\[
i\dot c_{ai}=D_{ia}c_{ai}+v_{ia}+2(Kq)_{ia}.
\]

Projection on an occupied \(\varphi_j\) gives an anti-Hermitian mixing of occupied orbitals, whose contribution to the first-order density cancels in pairs. Inserting \(c=(q+ip)/2\), the imaginary part is \(\dot q/2=Dp/2\) and the real part is \(-\dot p/2=Dq/2+v+2Kq\). Therefore

\[
\dot q=Dp,\qquad \dot p=-(D+4K)q-2v. \tag{4}
\]

The perturbation adds \(\int\delta n\,\delta v=2q^Tv\) to the energy, so Hamilton's equations are \(\dot q=\partial E_2/\partial p\) and \(\dot p=-\partial E_2/\partial q-2v\). These are equations (4). To leading order, adiabatic Kohn-Sham dynamics is a classical small-oscillation problem.

Eliminating \(p=D^{-1}\dot q\) gives the Lagrangian \(\tfrac12\dot q^TD^{-1}\dot q-\tfrac12q^T(D+4K)q\). The inverse gaps are the masses and \(D+4K\) is the spring matrix.

## (e) Normal modes and stability

**Which eigenvalue problem gives the free frequencies, and when are they real?**

Put \(z=(q,p)\), let \(\mathcal H\) be the Hessian and let

\[
J=\begin{pmatrix}0&1\\-1&0\end{pmatrix},\qquad \dot z=J\mathcal Hz .
\]

For \(z=u\,e^{-i\omega t}\) this reads \(J\mathcal Hu=-i\omega u\). Multiplication by \(J^{-1}=-J\) gives

\[
\mathcal Hu=i\omega Ju. \tag{5}
\]

The antisymmetric matrix \(J\), the symplectic form, stands where an ordinary eigenvalue problem has the unit matrix. This is the sense of "normal modes in the symplectic metric".

To solve (5), use \(\ddot q=-D(D+4K)q\) and set \(q=D^{1/2}s\). Then \(\ddot s=-Ws\), with the symmetric matrix

\[
W=D^{1/2}(D+4K)D^{1/2},\qquad WZ_n=\omega_n^2Z_n. \tag{6}
\]

This is Casida's equation for real orbitals and a density-only adiabatic functional. Collect the orthonormal \(Z_n\) as columns of \(Z\), let \(\omega\) also denote the diagonal matrix of positive frequencies, and define

\[
q=D^{1/2}Z\omega^{-1/2}Q,\qquad p=D^{-1/2}Z\omega^{1/2}P .
\]

Then \(p^T\dot q=P^T\omega^{1/2}Z^TZ\omega^{-1/2}\dot Q=P^T\dot Q\), so the map is canonical. The \(q\) energy becomes \(\tfrac12Q^T\omega^{-1/2}Z^TWZ\omega^{-1/2}Q=\tfrac12Q^T\omega Q\), and the \(p\) energy becomes \(\tfrac12P^T\omega P\). Thus

\[
E_2=\tfrac12\sum_n\omega_n(Q_n^2+P_n^2).
\]

For stability, note that \(s^TWs=(D^{1/2}s)^T(D+4K)(D^{1/2}s)\). Since \(D^{1/2}\) is invertible, \(W\) and \(D+4K\) have equally many positive, zero and negative eigenvalues. A minimum with positive definite Hessian gives real, positive frequencies. A negative eigenvalue of \(D+4K\) gives \(\omega_n^2<0\) and a growing mode; a zero eigenvalue allows uniform drift.

A two-site model shows both signs. Two electrons have hopping energy 1 and interaction energy \((g/4)(n_1-n_2)^2\), taken as a functional of the mean site occupations \(n_1,n_2\). The orbitals \((1,\pm1)/\sqrt2\) have gap \(D=2\) and product \((\tfrac12,-\tfrac12)\). The kernel is \((g/2)\begin{pmatrix}1&-1\\-1&1\end{pmatrix}\), so \(K=g/2\) and

\[
\omega^2=2(2+2g)=4(1+g).
\]

For \(g=3\), \(\omega=4\), and a small initial imbalance with \(p=0\) is multiplied by \(\cos12=0.84385\) at \(t=3\). For \(g=-2\), \(\omega^2=-4\), and the factor is \(\cosh6=201.716\). Integrating the nonlinear equations gives 0.84385 and 201.715. In the second case the symmetric state is stationary but is not a minimum.

## (f) Why these frequencies are excitation energies

**Find the density response and identify its poles.**

For driving at frequency \(\omega\), equations (4) give \(-\omega^2q=-D(D+4K)q-2Dv\), or

\[
q=-2D(D^2-\omega^2)^{-1}(v+2Kq). \tag{7}
\]

With \(K=0\) this is the response \(\chi_0\) of independent Kohn-Sham electrons, with poles at the gaps. The bracket is the external potential plus the induced Hartree-xc potential. Equation (7) is therefore the Dyson equation \(\delta n=\chi_0(\delta v+f_{Hxc}\delta n)\) in the orbital-pair basis. In terms of \(s\) it becomes \((W-\omega^2)s=-2D^{1/2}v\), so the response has its poles at \(\omega=\pm\omega_n\).

Compare the exact many-electron problem. Let \(a_n\) be the first-order amplitude of an excited state with energy \(\Delta_n\) above the ground state, and let \(V_n\) be its matrix element with a perturbation \(V\cos\omega t\). Then

\[
i\dot a_n=\Delta_na_n+V_n\cos\omega t,
\]

and the driven solution is

\[
a_n=-\frac{V_n}{2}\Big[\frac{e^{-i\omega t}}{\Delta_n-\omega}+\frac{e^{i\omega t}}{\Delta_n+\omega}\Big].
\]

The exact response thus has its poles at excitation energies, and each amplitude is itself a classical oscillator of frequency \(\Delta_n\). The poles \(\omega_n\) are the adiabatic approximation to these \(\Delta_n\). The identification does not come from quantized amplitudes: the energy of a classical mode varies continuously with \(Q_n\) and \(P_n\).

The approximation has a definite limit. There are as many frequencies as orbital pairs, and they go continuously into the gaps \(D_{ia}\) when \(K\) is scaled to zero. No further root is available for a state that needs two electrons promoted. A frequency-dependent kernel could supply one, but it cannot be represented by the static Hessian (3).

For a field \(\mathcal E\cos\omega t\) along \(x\), an electron has potential energy \(\mathcal E x\cos\omega t\). Let \(x\) also denote the vector of elements \(x_{ia}\). The induced dipole amplitude is \(-2x^Tq\), and the solution for \(s\) gives the polarizability

\[
\alpha(\omega)=\sum_n\frac{f_n}{\omega_n^2-\omega^2},\qquad f_n=4\,(x^TD^{1/2}Z_n)^2. \tag{8}
\]

A mode with \(f_n=0\) is invisible to this field but is still a normal mode.

In the time domain, a kick \(\delta v=kx\,\delta(t)\) sets \(q=0\) and \(p=-2kx\) just after \(t=0\), by (4). Hence \(\dot s=D^{-1/2}\dot q=D^{1/2}p=-2kD^{1/2}x\), and the dipole \(-2x^TD^{1/2}s\) equals \(k\,\alpha(t)\) with

\[
\alpha(t)=\theta(t)\sum_nf_n\frac{\sin\omega_nt}{\omega_n}.
\]

Nothing happens before the kick. The absorbed energy is \(\tfrac12p^TDp=2k^2x^TDx=\tfrac12k^2\sum_nf_n\), because the \(Z_n\) are complete.

## (g) Hydrogen chloride

**Calculate the lowest mode of HCl that is odd under \(x\to-x\) and even under \(y\to-y\), with the molecule along \(z\).**

The bond length is set to 1.30 Å. The functional is the local density approximation with Slater exchange and VWN correlation, and the basis is 6-31G. This basis is small, so the numbers illustrate the theorem and are not converged predictions. The sector contains 13 pairs connecting \(\sigma\) and \(\pi_x\) orbitals. Pairs connecting \(\pi_x\) and \(\pi_y\) orbitals are also odd in \(x\), but they are odd in \(y\) as well, so by symmetry they couple neither to this sector nor to a field along \(x\), and they are not included.

The leading pair goes from the highest occupied \(\pi_x\) orbital to the lowest virtual \(\sigma\) orbital:

\[
D=-0.02711-(-0.29112)=0.26401\ \text{Ha},\qquad 4K=0.03235\ \text{Ha}.
\]

Its spring constant is \(0.26401+0.03235=0.29636\) Ha. If this pair moved alone, its frequency would be

\[
\sqrt{0.26401\times0.29636}=0.27972\ \text{Ha}.
\]

The full problem (6) gives

\[
\omega_1=0.27909\ \text{Ha}=7.59\ \text{eV}.
\]

The leading pair carries a weight \(Z^2=0.9997\), and coupling to the other 12 pairs lowers the frequency by 0.0006 Ha.

The ordinary eigenvalues of the Hessian answer a different question. The lowest is 0.26401 Ha, which is the smallest gap, in the \(p\) block. The lowest in the \(q\) block is 0.29470 Ha. For one pair, the frequency is the geometric mean of the two curvatures. Replacing it by their arithmetic mean \(D+2K\) is the one-pair Tamm-Dancoff approximation, and it cannot lie lower, since \((D+2K)^2-D(D+4K)=4K^2\). With all pairs included, the lowest eigenvalue of \(D+2K\) is 0.27976 Ha, above \(\omega_1\) by 0.0007 Ha.

The theorem can be tested without using (3). Total energies of determinants rotated by small \(q\) and \(p\) yield a numerical Hessian. Its symplectic eigenvalues reproduce all 13 frequencies of (6) within a relative deviation of \(1.2\times10^{-6}\). A nonlinear time propagation started along mode 1 with \(Q_1=0.02\) gives 0.27897 Ha when the frequency is read from two zero crossings of the dipole, lower than \(\omega_1\) by 0.04%. This difference is an effect of finite amplitude: it does not change when the time step is doubled from 0.05 to 0.1 a.u., and it falls fourfold when \(Q_1\) is halved. It should not be read as the frequency shift of the mode, because the zero crossings of the coordinate \(Q_1\) in the same motion give 0.27911 Ha, slightly above \(\omega_1\). The energy of the displacement is \(5.582\times10^{-5}\) Ha, in agreement with \(\tfrac12\omega_1Q_1^2\).

Mode 1 has strength \(f_1=0.00013\), so away from its own pole it hardly appears in the \(x\) polarizability: at \(\omega=0.10\) Ha its term in (8) is about 0.002 a.u. This weakness depends strongly on the basis and should not be taken as a property of the molecule: in the larger aug-cc-pVDZ basis, which adds both polarization and diffuse functions, the lowest mode lies near 0.258 Ha and its strength is about 0.1. Modes 2 and 3, at 0.6717 and 0.6967 Ha, have strengths 1.0261 and 0.5817 (the last digit depends on the integration grid; a finer grid gives 1.0258 and 0.5821). At \(\omega=0.10\) Ha their terms in (8) are

\[
\frac{1.0261}{0.6717^2-0.10^2}=2.33,\qquad \frac{0.5817}{0.6967^2-0.10^2}=1.22 .
\]

They supply 3.55 of the total 3.61 a.u. This total is far from converged with respect to the basis: it becomes 16.8 a.u. in aug-cc-pVDZ and 18.5 a.u. in aug-cc-pVTZ. Solving (7) with a kernel taken from finite differences of the Kohn-Sham potential gives the same total. Both modes lie above \(-\varepsilon_{\rm HOMO}=0.291\) Ha, where the Kohn-Sham continuum begins for a potential that vanishes at infinity. They represent that continuum in a finite basis and should not be read as bound states.

Finally, a kick with \(k=0.002\) and \(\sum_nf_n=1.9525\) should deposit

\[
\tfrac12(0.002)^2(1.9525)=3.905\times10^{-6}\ \text{Ha},
\]

and the total-energy difference agrees to these digits. The sum \(\sum_nf_n\), and with it this energy, belongs to the basis: in a complete basis the Thomas-Reiche-Kuhn sum rule makes it \(N=18\), and it is 8.5 in aug-cc-pVDZ and 10.0 in aug-cc-pVTZ. Over the following 30 a.u. of time, the nonlinear dipole signal stays within \(1.1\times10^{-4}\) of the mode sum, relative to the peak signal.

## Values computed for the example and the checks

```
HCl bond length: 1.30 angstrom; LDA (Slater, VWN), 6-31G
basis functions: 15; doubly occupied orbitals: 9
grid points: 6091
electrons integrated on grid: 17.99999
ground-state energy: -459.255185 Ha
highest occupied orbital energy: -0.29112 Ha
lowest virtual orbital energy: -0.02711 Ha
orbital pairs in the x-odd sector: 13
leading pair of mode 1: pi_x -> sigma
  orbital numbers (from 1): 9 -> 10
  its weight Z^2 in mode 1: 0.99970
  its gap D: 0.26401 Ha
  its kernel shift 4K: 0.03235 Ha
  its q spring D+4K: 0.29636 Ha
  one-pair frequency: 0.27972 Ha
mode 1, derived formula: 0.279092 Ha = 7.5945 eV
mode 1, Hessian from energies: 0.279092 Ha
mode 1, library linear response: 0.279092 Ha
mode 1, real-time trajectory: 0.278970 Ha
Tamm-Dancoff value (B omitted): 0.279760 Ha
lowest ordinary eigenvalue of Hessian: 0.264008 Ha
lowest eigenvalue of D+4K: 0.294698 Ha
mode 1: frequency 0.27909 Ha, strength 0.00013
mode 2: frequency 0.67167 Ha, strength 1.02611
mode 3: frequency 0.69668 Ha, strength 0.58173
mode 4: frequency 0.83094 Ha, strength 0.00009
sum of x strengths in this basis: 1.9525
energy-difference step in q and p: 0.004
largest scaled Hessian deviation: 1.3e-06
largest relative frequency deviation: 1.2e-06
largest kernel deviation: 2.1e-11 Ha
driving frequency: 0.10 Ha
polarizability xx, Dyson: 3.61429 a.u.
polarizability xx, mode sum: 3.61429 a.u.
mode displacement Q: 0.020
mode energy, total-energy difference: 5.58186e-05 Ha
mode energy, w Q^2/2: 5.58183e-05 Ha
time step: 0.050 a.u.; kicked run length: 30.0 a.u.
kick strength k: 0.0020 a.u.
kick energy, total-energy difference: 3.90498e-06 Ha
kick energy, mode sum: 3.90499e-06 Ha
kicked dipole, largest deviation / peak: 1.1e-04
two-site g=3.0 (hopping 1): q spring 8.000, w^2 16.000
  imbalance ratio at t=3: run 0.84385, formula 0.84385
two-site g=-2.0 (hopping 1): q spring -2.000, w^2 -4.000
  imbalance ratio at t=3: run 201.71482, formula 201.71564
```
